\section*{Choosing the refinement depth for pinned steps sampled by midpoint bisection}

\section{One midpoint}

A surface step is held at two points a distance $L$ apart, and we ask for its position halfway between them. Let $y$ run along the step and $x(y)$ be its displacement, with $x(0)=x_0$ and $x(L)=x_L$. Assume no overhangs and small coarse-grained slopes, so that the energy is
\begin{equation}
E=\frac B2\int_0^L\left(\frac{dx}{dy}\right)^2dy ,\qquad G=\frac{k_BT}{B}.
\label{energy}
\end{equation}
The stiffness $B$ is an energy per length, so $G$ is a length. If the step consists of two straight pieces meeting at $x(L/2)=m$, its Boltzmann exponent is
\begin{equation}
-\frac{E}{k_BT}=-\frac{1}{2G}\,\frac{(m-x_0)^2+(x_L-m)^2}{L/2}.
\end{equation}
Write $m=\bar x+d$ with $\bar x=(x_0+x_L)/2$ and $D=x_L-x_0$. The brackets are $(D/2+d)^2+(D/2-d)^2=D^2/2+2d^2$, hence
\begin{equation}
-\frac{E}{k_BT}=-\frac{D^2}{2GL}-\frac{2d^2}{GL}.
\label{square}
\end{equation}
The first term does not depend on $m$. The second is a Gaussian exponent $-d^2/(2\sigma^2)$ with $\sigma^2=GL/4$. The midpoint is therefore the average of the pins plus a Gaussian offset of variance $GL/4$.

For a step at $T=1173$~K with $B=0.30$~eV/nm, $k_BT=0.1011$~eV and $G=0.337$~nm. With $L=1024$~nm, $GL=345.0$~nm$^2$, the variance is $86.3$~nm$^2$ and the rms wander is $9.29$~nm ($92.9$~\AA).

\section{The setting: number of levels}

Bisection repeats this construction in each half, then in each quarter. The user chooses the number of levels $K$, which gives $2^K$ segments of length $h=L/2^K$.

Electronic-structure programs with path-integral sampling of nuclei can use the same construction. For a free particle of mass $M$, neighbouring imaginary-time slices separated by $\Delta\beta$ carry the weight $\exp[-M(\Delta x)^2/(2\hbar^2\Delta\beta)]$. A step segment carries $\exp[-(\Delta x)^2/(2Gh)]$. The dictionary is $y\to\beta$ and $G\to\hbar^2/M$. Section~\ref{guide} says where the guidance for the two cases differs.

\subsection{Why the stiffness is not rescaled}

A real step is not straight between nodes. In a segment from $a$ to $b$ of length $h$, write $x=\text{straight line}+\eta$, with $\eta=0$ at both nodes. Then
\begin{equation}
\int_0^h\!\left(\frac{b-a}{h}+\eta'\right)^2\!dy
=\frac{(b-a)^2}{h}+\frac{2(b-a)}{h}\int_0^h\!\eta'\,dy+\int_0^h\!\eta'^2dy .
\end{equation}
The middle integral is $\eta(h)-\eta(0)=0$. The last term does not contain $a$ or $b$, so integrating over $\eta$ gives a constant factor. The nodes have the weight
\begin{equation}
P\propto\exp\left[-\sum_i\frac{(\Delta x_i)^2}{2Gh}\right]
\label{weight}
\end{equation}
with the same macroscopic $B$ at every $h$. Within model~(\ref{energy}) the straight pieces of the first section were thus no approximation for the node.

\subsection{The recursion}

Apply (\ref{square}) to a parent interval of length $h$ with ends $a,b$:
\begin{equation}
\frac{(m-a)^2+(b-m)^2}{2G(h/2)}=\frac{(b-a)^2}{2Gh}+\frac{2}{Gh}\left(m-\frac{a+b}{2}\right)^2 .
\label{split}
\end{equation}
Summed over intervals, the left side is the exponent of the refined step. The right side is the exponent of the old step plus independent Gaussian terms, one per new midpoint. Hence, if the old nodes follow (\ref{weight}), so do the refined ones when
\begin{equation}
m=\frac{a+b}{2}+\sqrt{\frac{Gh}{4}}\;Z,
\label{rule}
\end{equation}
with independent standard normal numbers $Z$. The two pins start the induction. At level $k$ the parent length is $L/2^{k-1}$, so the offset variance is $GL/2^{k+1}$ and its standard deviation falls by $\sqrt2$ per level.

For pins at $0$ and $20$~nm and the normal numbers $-1.4238$, $1.2637$, $-0.8707$, the first three nodes are
\begin{align}
x(L/2)&=10-1.4238\times9.287=-3.22\ \text{nm},\nonumber\\
x(L/4)&=\tfrac12(0-3.22)+1.2637\times6.567=6.69\ \text{nm},\nonumber\\
x(3L/4)&=\tfrac12(-3.22+20)-0.8707\times6.567=2.67\ \text{nm}.\nonumber
\end{align}

\section{Covariance at every level}

By (\ref{rule}) the mean of a midpoint is the average of the means of its neighbours, so the mean stays on the straight line between the pins. For the deviation from that line, the claim is
\begin{equation}
C(s,t)=G\left[\min(s,t)-\frac{st}{L}\right].
\label{cov}
\end{equation}
At level zero both nodes are pins, and (\ref{cov}) vanishes there as it must. Suppose it holds for the old nodes, and insert $m$ between nodes at $s$ and $s+h$.

\emph{Different places.} For $t$ outside the open interval $(s,s+h)$, $C(\cdot,t)$ is linear across the interval, because the minimum does not switch inside it. The average of its end values is then its midpoint value. The new noise is independent of everything at $t$ and adds nothing. Applying the argument once in each argument covers two new midpoints in different intervals.

\emph{Same place.} The variance of the average of the two neighbours is $\frac14[C(s,s)+2C(s,s+h)+C(s+h,s+h)]$. The minimum terms give
\begin{equation}
\frac G4[s+2s+(s+h)]=G\left(s+\frac h4\right),
\end{equation}
whereas (\ref{cov}) requires $G(s+h/2)$. The product terms give $-\frac{G}{4L}(2s+h)^2=-\frac GL(s+h/2)^2$, as required. The deficit is $Gh/4$, which is the variance supplied by (\ref{rule}). This completes the induction.

At $L/4$, inherited variance $\frac14\cdot GL/4=GL/16$ and new variance $GL/8$ add to $3GL/16=64.7$~nm$^2$. If the standard deviation were halved per level instead of divided by $\sqrt2$, the new part would be $GL/16$ and the total $GL/8$, which is $2/3$ of the true value. The computed ratio is $0.6667$, while the ratio at $L/2$ is $1.0000$. A check of the centre alone cannot see this fault; level 2 is the first that can.

\section{What to verify}

\textbf{Constraints.} The pins and all older nodes should be unchanged bit for bit after each refinement. This was tested on $20\,000$ steps at all seven levels and held.

\textbf{Covariance without sampling error.} The sampler is linear in its noise. Feeding it one unit noise at a time, with both pins at zero, gives a response matrix $R$ (noises by nodes), and its covariance is $R^{T}R$. Independently, (\ref{weight}) is a Gaussian in the free nodes, so its covariance is $k_BT$ times the inverse of the energy Hessian. The largest difference over seven levels was $1.7\times10^{-15}$ of $GL$, which is rounding error.

\textbf{Covariance from random steps.} Let $\delta_i$ be the deviations from the mean line. For Gaussian variables $\langle\delta_i^2\delta_j^2\rangle=C_{ii}C_{jj}+2C_{ij}^2$. Subtracting $\langle\delta_i\delta_j\rangle^2=C_{ij}^2$ gives the standard error over $S$ steps,
\begin{equation}
\sqrt{\frac{C_{ii}C_{jj}+C_{ij}^2}{S}} .
\end{equation}
The largest deviation was $2.90$ standard errors for the covariance and $1.51$ for the mean; the test allowed 5. These maxima grow or stay equal with level because each level contains the nodes of the previous one. The levels are not independent statistical tests.

\textbf{Equipartition.} Expand the deviation as $\sum_n a_n\sin(n\pi y/L)$. Since $\int_0^L\cos^2(n\pi y/L)\,dy=L/2$ and the cross terms vanish, $E=\sum_n\frac{BL}{4}(n\pi/L)^2a_n^2$. Setting each mean term to $k_BT/2$ gives $\langle a_n^2\rangle=2GL/(n\pi)^2$. The resulting mode sum with $20\,000$ modes was tested against (\ref{cov}) at $y/L=0.13,\,0.50,\,0.77$ and agreed within the bound on the omitted tail.

\section{Choosing the depth}
\label{guide}

\subsection{Upper limit on the spacing}

Node covariances do not depend on $K$, so more levels do not improve them. Depth matters for the shape between nodes. Relative to the straight segment, the unresolved displacement is largest at the segment's centre, with variance $Gh/4$. To keep its rms below $\delta$,
\begin{equation}
h\le\frac{4\delta^2}{G}.
\end{equation}
For $\delta=1$~nm this is $4/0.337=11.9$~nm. The example's seven levels give $h=8$~nm and an unresolved rms of $0.82$~nm.

\subsection{Quantities that depend on the setting}

By (\ref{cov}), an increment has variance $G[h-h^2/L]$. With $N=L/h$ segments, the small-slope excess length of the contour is on average
\begin{equation}
\left\langle\sum_i\frac{(\Delta x_i)^2}{2h}\right\rangle
=\frac{N}{2h}\,Gh\left(1-\frac1N\right)+\frac{D^2}{2L}
=\frac{G(N-1)}2+\frac{D^2}{2L}.
\end{equation}
For $N=128$ it is $21.4+0.2=21.6$~nm; the polygon length without the small-slope expansion gives $21.0$~nm. The formula needs $h\gg G$. At finer spacing the polygon length of the continuum model still grows without limit, but only as $\sqrt N$, and for a real step the growth ends at the atomic spacing. Contour length and slope should therefore be quoted with their spacing. The rms slope over $8$~nm is about $\sqrt{G/h}=0.21$, apart from the small pinning and tilt terms.

The stiffness can nevertheless be recovered from increments. The deviations $\xi_i=\Delta x_i-D/N$ sum to zero and so have $N-1$ free directions, each with variance $Gh$. Thus $\sum\xi_i^2/(Gh)$ is a chi-square variable with mean $N-1$ and variance $2(N-1)$, and
\begin{equation}
\hat G=\frac{\sum_i\xi_i^2}{(N-1)h}
\end{equation}
has mean $G$ and relative scatter $\sqrt{2/(N-1)}$. For $N=128$ the scatter is $12.5\%$, also found in the samples. This holds for Gaussian increments; the kinked step of the next subsection gives about $13\%$ at this spacing. The stiffness $k_BT/\hat G$ is biased high by $2/(N-3)=1.6\%$ on average. The single step above gave $\hat G=0.297$~nm, $12\%$ below the input, and hence a stiffness of $0.34$~eV/nm instead of $0.30$.

\subsection{Lower limit: atomic kinks}

A real step moves in atomic units. As an estimate, let the displacement $n$ at each site be an independent integer with weight $z^{|n|}$, where $z=e^{-\varepsilon/k_BT}$ and $\varepsilon$ is the kink energy. Summing two geometric series gives $\sum_n z^{|n|}e^{\lambda n}=(1-z^2)/(1+z^2-2z\cosh\lambda)$. Divide by its value at $\lambda=0$ and take the logarithm:
\begin{equation}
\mathcal K(\lambda)=-\ln[1-\kappa_2(\cosh\lambda-1)],\qquad \kappa_2=\frac{2z}{(1-z)^2}.
\end{equation}
With $\cosh\lambda-1=\lambda^2/2+\lambda^4/24+\dots$ and $-\ln(1-v)=v+v^2/2+\dots$,
\begin{equation}
\mathcal K=\frac{\kappa_2\lambda^2}{2}+\frac{(\kappa_2+3\kappa_2^2)\lambda^4}{24}+\dots
\end{equation}
The variance is $\kappa_2$, the fourth cumulant is $\kappa_4=\kappa_2+3\kappa_2^2$, and the excess kurtosis is $g=\kappa_4/\kappa_2^2=3+1/\kappa_2$. Lattice periods $a=0.384$~nm along and $a_\perp=0.333$~nm across the step reproduce $G$ if $\kappa_2=Ga/a_\perp^2=1.17$. This gives $\varepsilon=0.124$~eV and $g=3.85$.

The midpoint offset of a parent with $2m$ sites is $(S_1-S_2)/2$, where $S_1,S_2$ are the displacements of its halves. Cumulants of independent variables add, and even cumulants ignore the sign. Averaged over the parent's end separation, and neglecting the distant pins, its excess kurtosis is
\begin{equation}
\frac{2m\kappa_4/16}{(2m\kappa_2/4)^2}=\frac{g}{2m}=\frac{ga}{2h},
\end{equation}
where $h=ma$ is the child spacing. The Gaussian rule would give zero. Requiring at most $0.1$ gives $h\ge3.85\times0.384/0.2=7.4$~nm. Together with $\delta=1$~nm, the allowed window is $7.4$--$11.9$~nm. For $L=1024$~nm, bisection offers $16$, $8$ and $4$~nm nearby, so $K=7$ is the choice under these two conditions; its averaged kurtosis is $0.09$. At a given end separation of the parent the finest offsets differ more from the Gaussian rule. At this spacing their variance is about $4.5\%$ below the Gaussian value for a level parent, where the kurtosis is $0.10$, and about $13\%$ above it for a separation of two standard deviations.

The covariance over the whole pinned step is much less sensitive. With the total displacement of $N_s$ sites fixed, all sites are equivalent. Let each have variance $v$ and each pair covariance $c$. The variance of the fixed sum vanishes, $N_sv+N_s(N_s-1)c=0$, so $c=-v/(N_s-1)$. For $i\le j$ the positions $X_i,X_j$ have
\begin{equation}
\mathrm{Cov}(X_i,X_j)=iv+i(j-1)c=\frac{vN_s}{N_s-1}\,\frac{i(N_s-j)}{N_s},
\end{equation}
which is the shape of (\ref{cov}) for any $N_s$ in this model. Its amplitude changes slightly. At zero tilt, fixing the sum multiplies the weight of $n$ at one site by a factor which, by the central limit theorem, is $1+\alpha/N_s-n^2/(2N_s\kappa_2)$ to leading order. Normalization requires $\alpha=1/2$. With $\langle n^4\rangle=(3+g)\kappa_2^2$,
\begin{equation}
v\simeq\kappa_2\left[1+\frac1{2N_s}-\frac{3+g}{2N_s}\right],\qquad
\frac{vN_s}{N_s-1}\simeq\kappa_2\left[1-\frac g{2N_s}\right].
\end{equation}
A mean displacement $u$ per site corresponds to a bias $\lambda\simeq u/\kappa_2$, which raises the variance to $\mathcal K''(\lambda)\simeq\kappa_2+\kappa_4\lambda^2/2$, a relative change $gu^2/(2\kappa_2)$. For $400$ sites and an end shift of $40$, direct summation over lattice paths gave a total change of $1.162\%$, against $1.166\%$ from the two leading terms. For the example's $2667$ sites, the finite-size and tilt terms are $-0.07\%$ and $+0.08\%$.

\subsection{Path integrals: a different criterion}

With a potential $V$, the slice spacing $\Delta\beta$ must be small enough for the factorization of kinetic and potential weights; unlike the free step, the node statistics now depend on it. Once $\Delta\beta$ is fixed, the number of bisection levels sets how long a piece of path is redrawn in one move. Because the proposal already has the free-particle weight, the kinetic factors cancel in the Metropolis ratio. The move is accepted with probability $\min\{1,\exp[-\Delta\beta\sum(V_{\rm new}-V_{\rm old})]\}$, summed over redrawn slices. Choose $\Delta\beta$ by convergence of the observable, and the number of levels by the balance between acceptance and length of path renewed.

\section{When neighbouring steps matter}

In this section $x$ is measured from the straight mean line between the pins. Let straight neighbours lie at distance $w$ on both sides of that line, with repulsion $A/(\text{distance})^2$ per length. For $|x|\ll w$,
\begin{equation}
\frac{A}{(w+x)^2}+\frac{A}{(w-x)^2}\simeq\frac{2A}{w^2}+\frac{6A}{w^4}x^2 .
\end{equation}
This adds $\frac c2x^2$ with $c=12A/w^4$. The covariance with the centre is $k_BT$ times the inverse of the energy operator, so it solves $-BC''+cC=k_BT\,\delta(y-L/2)$ with $C=0$ at the pins. With $q^2=c/B$, the solution is $C=\alpha\sinh qy$ on the left half and its mirror image on the right. The slope drops by $2\alpha q\cosh(qL/2)$ at the centre, which must equal $G$. Therefore
\begin{equation}
C(L/2,L/2)=\frac{G}{2q}\tanh\frac{qL}{2}=\frac{GL}{4}\,\frac{\tanh(qL/2)}{qL/2}.
\end{equation}
For $qL\ll1$ the free result returns. For $qL\gg1$ the variance saturates and the free sampler fails. The harmonic saturation value is $G/(2q)=k_BTw^2/(2\sqrt{12AB})$. It respects $|x|\ll w$ only if $AB\gg(k_BT)^2$. For the present $A$ and $B$ it is $0.12\,w^2$ at any $w$, whereas the full potential gives $0.07\,w^2$. With $w=60$~nm and $A=0.05$~eV\,nm, $qL=0.40$ and the variance falls by $1.3\%$ in this harmonic estimate with fixed neighbours. The estimate is on the low side. The next term of the expansion multiplies the curvature by $1+10x^2/w^2$, which averages to about $1.24$ at the centre for the free variance of $86.3$~nm$^2$. With the full potential and fixed neighbours the reduction is $1.7\%$. Neighbours that wander themselves come closer at times and, for these parameters, strengthen the effect further: about $2.3\%$ if they are pinned at the same two values of $y$, and about $4\%$ in an unpinned array of steps that all repel as the inverse square of their distance.

Steps also cannot cross. Suppose the neighbour is pinned at the same two values of $y$, at distance $w$ from the pins of our step. The separation of two such steps, taken as independent, is a bridge with $2G$ in place of $G$, starting and ending at $w$. Reflecting each path that touches zero, up to its first contact, maps it to a path from $-w$ to $w$. The ratio of the Gaussian end weights is the crossing probability,
\begin{equation}
p=\exp\left[-\frac{(2w)^2}{2(2G)L}\right]=\exp\left[-\frac{w^2}{GL}\right].
\end{equation}
Here $p=e^{-3600/345.0}=2.9\times10^{-5}$, and the chance of meeting either neighbour is at most $5.9\times10^{-5}$. These values do not apply to neighbours that are free at the ends: such neighbours can already be close to the step there, and contact is then much more likely.

\section{Placing the example beside a real surface}

The parameters are rough typical values for steps on hot Si(111), and none is meant as a measurement. Variance is proportional to $1/B$, so a stiffness $20\%$ higher would lower it by $17\%$, more than any correction sized here. At fixed kink energy, a temperature $10$~K higher raises the lattice-model variance by $1.9\%$. Real steps have interacting neighbours that also wander, so the reduction in variance at this terrace width is larger than the harmonic $1.3\%$ found above for fixed ones, though still a few per cent; the $w^{-4}$ law makes narrower terraces much more demanding. The model also assumes ideal pins, no net growth or evaporation, and time for the longest modes to equilibrate. At such temperatures silicon does evaporate, and an equilibrium sampler cannot say how much a moving step departs from these statistics. The numerical output lists the values level by level.

\section*{Table of computed values}
\begin{verbatim}
temperature 1173 K, kT = 0.10108 eV
stiffness B = 0.30 eV/nm, G = kT/B = 0.33694 nm
pin distance L = 1024 nm, G*L = 345.024 nm^2
pins at x = 0 and 20 nm; samples 20000
level, nodes, spacing(nm), offset sd(nm), Hessian error/(G L), max cov z, max mean z
1    3  512.0   9.2874   4.1e-17   0.11   0.55
2    5  256.0   6.5672   4.1e-17   0.45   0.55
3    9  128.0   4.6437   8.2e-17   1.13   0.89
4   17   64.0   3.2836   1.6e-16   1.26   0.98
5   33   32.0   2.3219   5.8e-16   2.08   1.28
6   65   16.0   1.6418   5.8e-16   2.90   1.51
7  129    8.0   1.1609   1.7e-15   2.90   1.51
one step, normals used at L/2, L/4, 3L/4: -1.4238 1.2637 -0.8707
one step, x at L/2, L/4, 3L/4 (nm): -3.2237 6.6873 2.6704
var(L/2): formula 86.256, sampled 86.164 nm^2
var(L/4): formula 64.692, sampled 64.798 nm^2
cov(L/4,3L/4): formula 21.564, sampled 21.501 nm^2
rms wander at L/2 = 9.287 nm = 92.87 angstrom
G from that one step = 0.2969 nm, stiffness = 0.3404 eV/nm
relative scatter of G: formula 0.1255, sampled 0.1254
faulty sampler, variance/true: L/2 1.0000, L/4 0.6667
lattice test, 400 sites, end shift 0: amplitude change -0.00481, formula -0.00482
lattice test, 400 sites, end shift 40: amplitude change 0.01162, formula 0.01166
lattice periods along, across = 0.384, 0.3326 nm
fitted kink: z = 0.2927, energy = 0.1242 eV, variance = 1.1699, excess kurtosis = 3.855
example: sites = 2667, covariance change from finite sites = -0.0723 %
example: covariance change from mean tilt = 0.0838 %
example: excess kurtosis of finest offsets = 0.0925
rms slope over finest spacing = 0.2052
largest unresolved rms between nodes = 0.8209 nm
terrace width = 60 nm, repulsion A = 0.05 eV nm
neighbour curvature = 4.630e-08 eV/nm^3, q L = 0.4023
midpoint variance lowered by repulsion = 1.327 %
crossing-law test: walk 0.20197, formula 0.20190
crossing probability: one neighbour 2.94e-05, bound for two 5.88e-05
variance change for +10 K = 1.923 %
\end{verbatim}
